# Löwdin Coupling for Electron Transfer and the Zero of Energy, part 2

An electron is transferred between a donor, state $|a\rangle$, and an acceptor, state $|b\rangle$. These diabatic states, each tied to one location of the charge, are real and normalised, contain the same number of electrons, and have overlap $S=\langle a|b\rangle$. One Hamiltonian $\hat H$ gives the elements $H_{aa}$, $H_{bb}$ and $H_{ab}=H_{ba}$. Löwdin orthogonalisation, which yields the orthonormal pair nearest to the original states, gives the coupling $V$ and the diagonal energy difference $\Delta'$:

$$V=\frac{H_{ab}-\tfrac12S(H_{aa}+H_{bb})}{1-S^2},\qquad \Delta'=\frac{H_{aa}-H_{bb}}{\sqrt{1-S^2}}.$$

The two levels are separated by $\sqrt{\Delta'^2+4V^2}$, which is $2|V|$ at resonance, $H_{aa}=H_{bb}$. A shift of the energy zero by $c$ adds $c$ to $H_{aa}$ and $H_{bb}$, $cS$ to $H_{ab}$, and nothing to $V$. Gram–Schmidt orthogonalisation, keeping $|a\rangle$ or $|b\rangle$, gives instead

$$V_a=\frac{H_{ab}-SH_{aa}}{\sqrt{1-S^2}},\qquad V_b=\frac{H_{ab}-SH_{bb}}{\sqrt{1-S^2}}.$$

The example is a one-electron model on a line, with energies in eV and lengths in nm. Site $a$, at $x=0$, stands for an orbital at a gold surface, and site $b$, at $x=R$, for a metal complex. Each site is a potential well

$$w(x)=-2B\,\mathrm{sech}^2(\kappa x),\qquad B=\frac{\hbar^2\kappa^2}{2m_e},$$

centred on its own position, where $m_e$ is the electron mass. The Hamiltonian contains the kinetic energy and both wells, $w_a+w_b$. The parameters are $B=5.0$ eV, $R=0.50$ nm, $\kappa=11.46\ \mathrm{nm^{-1}}$ and $\rho=\kappa R=5.728$; also $u=\kappa x$. An isolated well has one bound state, at energy $-B$. The diabatic states and their overlap are

$$a(x)=\sqrt{\kappa/2}\;\mathrm{sech}(\kappa x),\qquad b(x)=a(x-R),$$

$$S=\frac{\rho}{\sinh\rho}=0.0373.$$

### (h) Calculate the coupling and move the energy zero

Use $H_{aa}=H_{bb}=-5.0040$ eV and $H_{ab}=-0.25145$ eV, with the zero at the vacuum level. Explain why $V$ is so much smaller than $H_{ab}$, and estimate it analytically.

**Solution.** The matrix elements were evaluated on a grid of spacing 0.001 nm. The reference term is $S(H_{aa}+H_{bb})/2=-0.18654$ eV, and $1-S^2=0.99861$. Hence

$$V=\frac{-0.25145+0.18654}{0.99861}\ \mathrm{eV}=-0.0650\ \mathrm{eV}=-65.0\ \mathrm{meV}.$$

About three quarters of the bare element belongs to the energy reference. Adding a constant to the potential, and evaluating all elements again, gives:

| $c$ (eV) | $H_{aa}$ (eV) | $H_{ab}$ (eV) | $V$ (eV) |
|---:|---:|---:|---:|
| 0 | −5.004 | −0.2515 | −0.0650 |
| 5 | −0.004 | −0.0651 | −0.0650 |
| −100 | −105.004 | −3.9792 | −0.0650 |
| 1000 | 994.996 | 37.0258 | −0.0650 |

The bare element changes size and even sign, while $V$ stays put. If the diagonal energies alone are moved by 5 eV, the formula returns −0.252 eV, nearly four times the correct value.

The second row can be understood from the wells. Because $b$ is the bound state of well $b$, the full Hamiltonian gives $\hat Hb=-Bb+w_ab$. Define $J=\langle a|w_a|b\rangle$ and $P=\langle a|w_b|a\rangle$. Then

$$H_{ab}=-BS+J,\qquad H_{aa}=H_{bb}=-B+P.$$

Substitution in the coupling removes the level energy:

$$V=\frac{-BS+J-S(-B+P)}{1-S^2}=\frac{J-SP}{1-S^2}.$$

A shift by $c=B$ makes $H_{ab}$ equal to $J$. The remaining difference between $J$ and $V$ is small because $P$ is only about −4 meV and $S^2$ is about 0.0014.

At large $\rho$ the tail of $b$ near site $a$ is $\mathrm{sech}(u-\rho)\approx2e^{u-\rho}$, so

$$J=-B\int\mathrm{sech}^3u\,\mathrm{sech}(u-\rho)\,du\approx-2Be^{-\rho}\int\mathrm{sech}^3u\;e^{u}\,du.$$

Write $e^u=\cosh u+\sinh u$. The odd part integrates to zero and the even part gives $\int\mathrm{sech}^2u\,du=2$. To leading order in $e^{-\rho}$,

$$V\approx-4Be^{-\kappa R}.$$

For the example this is −0.0651 eV. The coupling measures how much of one state's tail is acted on by the other site's well.

### (i) Compare with the full double well, and vary the distance

Compare $|V|$ with half the splitting of the two lowest levels of the double well, calculated without restriction to two states. Explain how $V$ and the bare element decay with distance.

**Solution.** The full problem was solved on the same grid, extending 1.5 nm beyond each site. With $B$ held at 5.0 eV:

| $R$ (nm) | $H_{ab}$ (eV) | $V$ (eV) | half splitting (eV) |
|---:|---:|---:|---:|
| 0.4 | −0.6732 | −0.2033 | 0.2037 |
| 0.5 | −0.2515 | −0.0650 | 0.0650 |
| 0.6 | −0.0918 | −0.0207 | 0.0207 |

At 0.5 nm the two-state $|V|$ is 0.04% below half the full splitting. At 0.4 nm the deficit is about 0.2%. States outside the two-state space therefore matter little for this splitting, and they matter less at larger separation within the range shown.

From 0.4 to 0.5 nm $|V|$ falls by a factor 3.13, and from 0.5 to 0.6 nm by 3.14. The asymptotic law predicts $e^{\kappa\times0.1\,\mathrm{nm}}=3.14$. The bare element falls by 2.68 and 2.74. The reason is its term $-BS$, in which $S\approx2\rho e^{-\rho}$ carries an extra factor of distance. To leading order,

$$H_{ab}\approx-(2\rho+4)Be^{-\rho},\qquad \frac{H_{ab}}{V}\approx1+\frac{\rho}{2}.$$

With the zero at vacuum, the bare element thus overstates the coupling by a factor that grows with distance. It would also give too slow a decay.

### (j) Take the sites out of resonance

Let the acceptor level be bound by 4.8 eV instead of 5.0 eV, at the same distance. Its well keeps the $\mathrm{sech}^2$ form, with $\kappa$ adjusted to the new binding energy. The matrix elements are $S=0.03912$, $H_{aa}=-5.00434$ eV, $H_{bb}=-4.80443$ eV and $H_{ab}=-0.25938$ eV. The grid spacing lowers both diagonal elements by about 0.03 meV, which changes their last digit but none of the digits shown for the couplings and separations below. Compare the possible couplings and check the level separation.

**Solution.** The mean diagonal energy is −4.90439 eV, and $1-S^2=0.99847$. Löwdin's formula gives

$$V=\frac{-0.25938+0.03912\times4.90439}{0.99847}\ \mathrm{eV}=-0.0676\ \mathrm{eV}.$$

A numerical search over rotations and reflections for the orthonormal pair nearest to the original states gives the same value. Gram–Schmidt gives $V_a=-0.0636$ eV if the donor state is kept and $V_b=-0.0715$ eV if the acceptor state is kept. These differ from $V$ by about 6% of its magnitude, in opposite directions, although each is invariant under a shift of zero.

The diagonal difference is $|\Delta'|=0.19991/0.99923=0.2001$ eV, so the predicted separation is

$$\sqrt{0.2001^2+4\times0.0676^2}\ \mathrm{eV}=0.2415\ \mathrm{eV}.$$

The full double well also gives 0.2415 eV. The agreement supports the two-state space, but it does not favour one orthonormal pair over another, since all pairs share these levels.

### (k) Is an electric field a shift of zero?

Return to the resonant pair. Add a potential energy $F(x-x_0)$ with slope $F=1$ eV/nm, corresponding to a field of 10 MV/cm, a rough size for a strong double layer. Hold the diabatic states fixed and find what changes.

**Solution.** State $a$ is symmetric about 0 and $b$ about $R$, so their mean positions are 0 and $R$. The product $a(x)b(x)$ is symmetric about $R/2$, hence $\langle a|x|b\rangle=SR/2$. The added matrix elements are

$$\delta H_{aa}=-Fx_0,\qquad \delta H_{bb}=F(R-x_0),\qquad \delta H_{ab}=FS\left(\tfrac12R-x_0\right).$$

The change in the numerator of $V$ is

$$FS\left(\tfrac12R-x_0\right)-\tfrac12FS(R-2x_0)=0.$$

The coupling between these frozen mirror-image states is unchanged. The levels, however, are now detuned by

$$|\Delta'|=\frac{FR}{\sqrt{1-S^2}}=0.500\ \mathrm{eV}.$$

This detuning is independent of $x_0$. Moving the origin of the potential adds a common constant and is a true shift of zero. The slope itself is physical, because it separates the energies of the two sites.

Real states also deform in the field, and a site level must be retuned if resonance is to be restored. As one example of the combined effect, the ramp was confined to the region between the sites, with constant potential outside. The acceptor well was then deepened by a factor 1.066, which minimises the splitting and so restores resonance. Half the minimum splitting is 0.0612 eV, 5.9% below half the field-free splitting. This change includes the effect of the deeper acceptor well, so it does not measure the deformation alone. Its sign depends on how resonance is restored: with the same field, making the donor well shallower instead raises the splitting above its field-free value.

### (l) What else does the model leave out?

Estimate the effects of a lower barrier, of the metal's continuum of states and of the third dimension. Compare the coupling with the thermal energy at 298.15 K.

**Solution.** A solvent can lower the barrier that the electron crosses. Reducing $B$ from 5.0 to 4.0 eV at fixed $R$, with $\kappa$ following $B$, gives $V=-0.0950$ eV, larger in magnitude by a factor 1.46. The longer tail outweighs the smaller prefactor in $4Be^{-\kappa R}$.

A metal offers a continuum instead of one donor level. Represent it by a semi-infinite chain whose end site is the donor, with hopping $t=2$ eV and hence a band 8 eV wide. Let $g(E)$ be the end-site element of $(E-\hat H_{\rm chain})^{-1}$. Removing the end site leaves an identical chain, which acts back on it through $t^2g$. Thus

$$g=\frac1{E-t^2g}.$$

At the band centre, $E=0$, this gives $g^2=-1/t^2$. The solution for outgoing waves is $g=-i/t$. An acceptor level at the band centre, coupled by $V$ and with its remaining overlap neglected, has the response

$$G(E)=\frac1{E-V^2g}\approx\frac1{E+iV^2/t}.$$

Here $g$ is treated as constant, which is justified because it varies on the scale $t\gg V^2/t$. The spectrum $-\mathrm{Im}\,G$ is a Lorentzian of full width

$$\frac{2V^2}{t}=\frac{2\times(0.0650)^2}{2}\ \mathrm{eV}=4.2\ \mathrm{meV}.$$

A chain of 3000 sites with a damping of 0.01 eV gives 0.499 for the ratio of the spectrum at half this width to its centre, against 0.5 for a Lorentzian. In this model the acceptor level is broadened by about 4 meV and is not split by $2|V|=130$ meV. The coupling still enters, but as a hopping element into a band.

In three dimensions a tail also spreads sideways. Take two wells of negligible radius, each with an isolated state $e^{-\kappa r}/r$. Close to its site this behaves as $1/r-\kappa$, and the well enforces that ratio of terms. For the pair, let $\psi=e^{-kr_a}/r_a\pm e^{-kr_b}/r_b$. Near site $a$,

$$\psi\approx\frac1{r_a}-k\pm\frac{e^{-kR}}{R},\qquad\text{so}\qquad k=\kappa\pm\frac{e^{-kR}}{R}.$$

The energies are $-\hbar^2k^2/2m_e$. To leading order, half their separation is

$$\frac{\hbar^2}{2m_e}\,\frac{2\kappa e^{-\kappa R}}{R}=\frac{2Be^{-\kappa R}}{\kappa R}.$$

Solving the equation for $k$ numerically gives 5.7 meV, which is 0.087 of the one-dimensional $|V|$. The leading formulas explain the ratio as $1/(2\kappa R)$.

The two factors in this ratio have different origins. On a line, a zero-range well fixes the jump of $\psi'$ at its site to $-2\kappa\psi$. For $\psi=e^{-k|x|}\pm e^{-k|x-R|}$ this gives $k=\kappa(1\pm e^{-kR})$, and half the separation is $2Be^{-\kappa R}$ to leading order. The factor $1/2$ thus comes from shrinking the range of the wells, and the factor $1/(\kappa R)$ from the sideways spreading. This result belongs to wells of negligible radius and is not a general effect of the third dimension. At the same $B$ and $R$, spherical wells of radius 0.1 nm give about 20 meV to leading order. Two Coulomb wells, a rescaled $\mathrm{H_2^+}$ problem, give about 0.13 eV, twice the one-dimensional value.

The thermal energy is $k_BT=25.7$ meV. The one-dimensional coupling is 2.5 times this, while the zero-range three-dimensional estimate is 0.22 times it. The model cannot decide on which side of the thermal energy a real complex lies.

**The model beside a real interface.** The binding energy, distance and field are rough values for gold in contact with a solution, and the band width is an illustrative choice. Among the changes sized here, the one that alters the coupling most is the step from $\mathrm{sech}^2$ wells on a line to zero-range sites in three dimensions, which lowers it about elevenfold; three-dimensional wells of finite range lower it less or even raise it. Real orbitals have finite size and direction, so neither number is a prediction for a particular plating complex. A complex that bonds chemically to the surface may not be describable by two weakly overlapping states at all. Solvent reorganisation, which brings the levels into resonance and helps to set the transfer rate, is absent, as is the relaxation of the other electrons. These omissions affect the values of the matrix elements and what is done with $V$. They do not affect the cancellation of a common energy shift, which needs just one Hamiltonian and two fixed states with the same number of electrons. The main computed values are in the numerical output below.

## Values computed for the example and the checks

```
Level below vacuum 5.00 eV, site distance 0.50 nm
Decay constant kappa = 11.4558 1/nm, kappa*R = 5.7279
Overlap S = 0.037277
H_aa = -5.004031 eV, H_bb = -5.004031 eV
H_ab (zero at vacuum) = -0.251453 eV
S*(H_aa+H_bb)/2 = -0.186536 eV
Coupling V = -0.065007 eV = -65.007 meV
Half the full double-well splitting = 0.065032 eV
Two-state error of |V| = -0.0385 %
Shift c (eV), H_aa (eV), H_ab (eV), V (eV):
       0.0    -5.004031   -0.251453  -0.065007
       5.0    -0.004031   -0.065067  -0.065007
    -100.0  -105.004031   -3.979175  -0.065007
    1000.0   994.995969   37.025774  -0.065007
Wrong V if only diagonals move by 5 eV = -0.251652 eV
R (nm), S, H_ab (eV), V (eV), half full splitting (eV):
  0.4 0.093776 -0.673179 -0.203269 0.203654
  0.5 0.037277 -0.251453 -0.065007 0.065032
  0.6 0.014227 -0.091831 -0.020694 0.020696
Detuned pair: levels below vacuum 5.0 and 4.8 eV
  S = 0.039123, H_ab = -0.259379 eV
  H_aa = -5.004342 eV, H_bb = -4.804429 eV
  Loewdin V = -0.067608 eV, nearest-pair search -0.067608 eV
  Gram-Schmidt: a kept -0.063643 eV, b kept -0.071470 eV
  Gap: two-state 0.241475 eV, full 0.241474 eV
Field 10.0 MV/cm: detuning 0.500348 eV, frozen-state V -0.065007 eV
  Resonance restored: acceptor depth x 1.0659, half gap 0.061225 eV (-5.85 %)
Barrier 4.0 eV instead of 5.0 eV: V = -0.095037 eV, ratio 1.462
Chain hopping 2.0 eV: acceptor full width 4.226 meV
  Spectrum at half width / at centre = 0.4990
kT at 298.15 K = 25.693 meV, |V|/kT = 2.530
Zero-range sites in 3D: half splitting 5.681 meV, ratio to 1D |V| 0.0874
  3D half splitting / kT = 0.221
```
